L3 peak separation and the crystal field 10Dq in octahedral d0 ions

The two main L3 peaks of a d0 ion are not 10Dq apart

Take a d0 ion in an octahedral field and excite 2p⁶ → 2p⁵3d¹ by an electric dipole transition, within this one configuration. The Hamiltonian is linear in five energies: the field D = 10Dq, the 2p spin-orbit constant ζ, and the 2p–3d Slater integrals F², G¹, G³. Multiplying all five by λ multiplies every eigenvalue by λ, so any peak separation has the form

Δ = D · g(ζ/D, F²/D, G¹/D, G³/D).

The relation Δ = D needs g = 1. As D → 0 all arguments of g grow without bound, and the same scaling gives Δ → ζ · h(F²/ζ, G¹/ζ, G³/ζ), which has no reason to vanish. Symmetry adds a second restriction. At D = 0 the dipole reaches only J = 1 from the ¹S₀ ground state. The cubic field is a tensor of rank 4 and has no matrix element between two J = 1 states, because 1, 4 and 1 form no triangle. As long as the Slater integrals keep it apart from the levels of other J, the bright atomic line therefore neither splits nor shifts in first order, and a second peak must come from another level that already lies elsewhere, either a weak J = 1 line or a dark level of other J. When the Slater integrals vanish, levels of J = 1, 3 and 4 are degenerate and the field does split the line in first order.

The belief and its appeal

The belief says that the edge maps the empty 3d levels. The hole has j = 3/2 at L3, the electron enters t2g at −2D/5 or e_g at +3D/5, and the two strong peaks are D apart. Spectra of such ions do show two strong peaks per edge at a distance of the size of D, and the belief is exact when the Slater integrals vanish. It fails because the 2p hole and the 3d electron overlap strongly, so that F² and G¹ exceed D.

The Hamiltonian

Hartree atomic units are used. The states are a†_a a_i|Φ⟩, with Φ the closed shell, i a 2p and a a 3d spin-orbital, 60 in all. Since a†_p a_q = δ_pq − a_q a†_p,

⟨Φ|a†_i a†_p a_q a_j|Φ⟩ = δ_ij δ_pq − δ_pj δ_qi.

A one-electron operator h on the 2p shell thus becomes −hᵀ plus a constant. For real p orbitals −lᵀ = l, and −sᵀ = σ_y s σ_y equals s after a change of spin basis. These are the angular momenta of the hole, (l·s)ᵀ turns into their product l·s, and the hole term is −ζ l·s. The p–d repulsion is Σ⟨pa||qb⟩ a†_p a_q a†_a a_b, where a_q has passed two d operators without change of sign. The same identity gives

⟨ia|C|jb⟩ = −⟨ja|ib⟩ + ⟨ja|bi⟩ + constant · δ_ij δ_ab.

The constant collects the spherical field of the full shell and the p–p repulsion, which has a single term in p⁵. With 1/r₁₂ = Σ_k (r_<^k/r_>^(k+1)) P_k(cos γ), the direct integral gives F⁰ (a constant) and F², and the exchange integral gives G¹ and G³. The field is D(P_e − 2/5), with P_e the projector on e_g, and it leaves the p hole alone. The 3d spin-orbit constant ζ_d is set to zero, and its effect is computed afterwards.

Write an orbital state as Σ_i p_i ψ_i with ψ_i in the d space. Brackets ⟨ ⟩ denote the average over the unit sphere, p_i = √3 n_i, and Σ⟨ψ_i²⟩ = 1. With N_kl = n_k n_l − δ_kl/3 for the hole direction n and M_kl likewise for the electron direction m, N_kl M_kl = (n·m)² − 1/3, so P₂ = (3/2) N_kl M_kl. From ⟨n_i n_j n_k n_l⟩ = (δ_ij δ_kl + δ_ik δ_jl + δ_il δ_jk)/15,

3⟨n_i n_j N_kl⟩ = (δ_ik δ_jl + δ_il δ_jk − (2/3)δ_ij δ_kl)/5.

Contracting with the traceless M_kl gives (2/5)M_ij, so the direct energy is

E_dir = −F² (3/5)[q − 1/3],  q = ⟨(m·ψ)²⟩.

The exchange term contains ρ = Σ p_i ψ_i = √3 n·ψ at both points. Its spin factor δ(σ_a, σ_i) δ(σ_b, σ_j) is |χ⟩⟨χ| with χ = Σ_σ|σσ⟩, which is invariant under spin rotation and has squared norm 2. The factor is 2 for singlets and 0 for triplets. The map ψ → ρ commutes with rotations, and averaging P_k(n·m)ρ(m) over m returns ρ(n)/(2k+1) when ρ has rank k and zero otherwise. Hence

E_ex = 2 G^L · 3q/(2L+1) for singlets.

The function n·ψ is a cubic polynomial and holds only ranks 1 and 3, so the D term is the kernel of the map and has q = 0. From here on the image of a state means n·ψ = ρ/√3, whose mean square is q. For F take ψ = √15 (yz, zx, xy)/√3, whose image √45 xyz is harmonic; ⟨x²y²z²⟩ = 1/105 gives q = 3/7. For P the image found below is √2 z, and q = 2/3. The terms are

³P = −F²/5,  ¹P = −F²/5 + 4G¹/3,
¹D = ³D = F²/5,
³F = −2F²/35,  ¹F = −2F²/35 + 18G³/49.

The direct parts average to zero, since −3/5 + 1 − 2/5 = 0, and the exchange average is (3·4G¹/3 + 7·18G³/49)/60 = G¹/15 + 3G³/70 ≡ Ā. Energies E are counted from the configuration average. The dipole state has amplitudes ⟨d_a|z|p_i⟩ with spin conserved, so its overlap with any state is proportional to ⟨zρ⟩ for singlets and zero for triplets. It is the z component of ¹P, and the intensity of level n is I_n = |⟨¹P|n⟩|², with ΣI_n = 1.

Seven states

The dipole state belongs to T1u. The multiplicity of T1 in J is [3(2J+1) − 3χ₂ + 6χ₄ − 6χ₂]/24, with the twofold character χ₂ = (−1)^J and the fourfold character χ₄ = 1, 1, −1, −1, 1 for J = 0 to 4. This yields 0, 1, 0, 1, 1. The terms hold J = 1 three times (¹P, ³P, ³D), J = 3 three times (¹F, ³D, ³F) and J = 4 once (³F), so there are seven T1u levels.

Let e_k = (√5/2)(3k² − 1) for k = x, y, z, let f_z = (e_x − e_y)/√3 = (√15/2)(x² − y²) and cyclic, and d_xy = √15 xy and cyclic. From e_x + e_y + e_z = 0 follow ⟨e_x|e_y⟩ = −1/2, ⟨f_x|e_y⟩ = √3/2, ⟨f_x|e_z⟩ = −√3/2, ⟨f_x|f_y⟩ = −1/2 and cyclic. The spin states are the singlet |0⟩ and the Cartesian triplet |x⟩, |y⟩, |z⟩. The basis is

|1⟩ = −i p_z e_z|0⟩
|2⟩ = −i (p_x d_xz + p_y d_yz)|0⟩/√2
|3⟩ = (p_x e_x|y⟩ − p_y e_y|x⟩)/√2
|4⟩ = [(p_y d_xy + p_z d_xz)|y⟩ − (p_z d_yz + p_x d_xy)|x⟩]/2
|5⟩ = (p_x f_x|y⟩ + p_y f_y|x⟩)/√2
|6⟩ = [(p_y d_xy − p_z d_xz)|y⟩ + (p_z d_yz − p_x d_xy)|x⟩]/2
|7⟩ = (p_x d_yz − p_y d_zx)|z⟩/√2.

Substituting x → y, y → −x leaves each state unchanged, and y, z → −y, −z reverses its sign. Vectors invariant under the first rotation occur only in A1, E and T1, and those of A1 and E are even under the second. These seven orthonormal states therefore span the whole z row of T1u. States 1, 3, 5 are e and the others t.

The pairs (1,2) and (3,4) contain the orbitals p_z e_z and (p_x d_xz + p_y d_yz)/√2 or their cyclic partners, with images (√5/2)z(3z² − 1) and √(15/2) z(1 − z²). The z³ term cancels for amplitudes in the ratio √2 : √3, which leaves z(−1/√2 + 3/√2) = √2 z. So in (e, t) components P = (√(2/5), √(3/5)), and the orthogonal state is F = (√(3/5), −√(2/5)). The pair (5,6) contains p_z f_z and (p_x d_xz − p_y d_yz)/√2 cyclically, with images (√15/2) z(x² − y²) and √(15/2) z(x² − y²). The kernel is D = (√(2/3), −√(1/3)), and F = (√(1/3), √(2/3)). State 7 has image xyz − xyz = 0 and is pure D. This fixes C as a sum of term energies times projectors.

For the hole, l·s = 1/2 − (3/2)Π, where Π projects on j = 1/2, because l·s is 1/2 for j = 3/2 and −1 for j = 1/2. The hole spin is s_k = (S_k + |k⟩⟨0| + |0⟩⟨k|)/2 with S_k|m⟩ = iε_kmn|n⟩, a form that satisfies s_x s_y = i s_z/2, and l_k p_m = iε_kmn p_n. On the singlets,

l·s|1⟩ = (p_x|y⟩ − p_y|x⟩) e_z/2 = −|3⟩/(2√2) − √3|5⟩/(2√2),
l·s|2⟩ = [p_z d_yz|x⟩ − p_z d_xz|y⟩ + (p_y d_zx − p_x d_yz)|z⟩]/(2√2) = −|4⟩/(2√2) + |6⟩/(2√2) − |7⟩/2.

Among triplets the product of the two ε symbols gives l·S p_m|n⟩ = p_n|m⟩ − δ_mn Σ_a p_a|a⟩. On |3⟩ this produces (p_y e_x|x⟩ − p_x e_y|y⟩)/√2, with overlap −⟨e_x|e_y⟩ = 1/2. On |5⟩ the overlap is ⟨f_x|f_y⟩ = −1/2. On |4⟩ and |6⟩ the δ terms cancel between p_y|y⟩ and p_x|x⟩, the two d_xy terms survive with overlap 1/4 + 1/4, and the others move to spin |z⟩. On |7⟩ all terms leave spin |z⟩. Halving gives the diagonal of l·s as 0, 1/4, −1/4 on states 1, 3, 5 and 0, 1/4, 1/4, 0 on states 2, 4, 6, 7. Then Π = (2/3)(1/2 − l·s) has trace (2/3)(3/2) = 1 in the e block and (2/3)(2 − 1/2) = 1 in the t block. It has rank one in each, and its vector is √3 Π|1⟩ or √3 Π|2⟩:

v_e = |1⟩/√3 + |3⟩/√6 + |5⟩/√2,
v_t = |2⟩/√3 + |4⟩/√6 − |6⟩/√6 + |7⟩/√3.

The full matrix is

H = C − Ā − ζ/2 + (3ζ/2)(v_e v_eᵀ + v_t v_tᵀ) + D(P_e − 2/5).

Its levels are numbered upward. Levels 1 to 5 form L3, levels 6 and 7 form L2, and Δ_n = E₅ − E_n.

Where the belief holds

With C = 0 the remaining terms commute. The state ¹P has weight 2/5 on |1⟩ and 3/5 on |2⟩, and each of these has weight 1 − 1/3 = 2/3 in j = 3/2. L3 shows a peak at −ζ/2 − 2D/5 with I = 2/5 and one at −ζ/2 + 3D/5 with I = 4/15. They are D apart, and the lower is stronger by 3 : 2.

Zero field

Rotate the two vectors into u₁ = √(2/5) v_e + √(3/5) v_t and u₃ = √(3/5) v_e − √(2/5) v_t, which leaves Π = u₁u₁ᵀ + u₃u₃ᵀ. Projection of u₁ on the terms gives (2/5 + 3/5)/√3 on ¹P and (2/5 + 3/5)/√6 on ³P. It gives zero on the F states of the first two pairs, √(1/15) − √(1/15) = 0 on the F state of (5,6), and the remaining weight 1/2 on ³D. Projection of u₃ gives zero on both P states, 1/√3 on ¹F, 1/√6 on the F state of (3,4) and √(1/10) + √(2/45) on the F state of (5,6), whose square is 5/18. Its ³F weight is 1/6 + 5/18 = 4/9, and 2/9 remains for ³D. The two vectors are orthogonal and share only the ³D space, so their ³D parts are orthogonal. H splits into a block with ¹P (J = 1), a block with ¹F (J = 3) and one ³F state untouched by Π (J = 4).

In each block, with x = E + ζ/2 + Ā and term energies d_i, the equation d_i c_i + (3ζ/2) u_i (u·c) = x c_i gives c_i = (3ζ/2) u_i (u·c)/(x − d_i). Multiplying by u_i and summing,

Σ_i u_i²/(x − d_i) = 2/(3ζ).

The weights u_i² are 1/6, 1/2, 1/3 on ³P, ³D, ¹P and 4/9, 1/3, 2/9 on ³F, ¹F, ³D. The left side falls from +∞ to −∞ between neighbouring poles, so one root lies in each interval, and one lies above the last pole and forms the L2 level. The state ¹P lies above ³D if 4G¹/3 > 2F²/5, that is G¹ > 0.3F². The state ¹F lies below ³D if 18G³/49 < 9F²/35, that is G³ < 0.7F². Then the upper J = 1 root of L3 exceeds F²/5, while the lower J = 1 root, both J = 3 roots and the J = 4 level at −2F²/35 all lie below F²/5:

x₅ > F²/5 > x₁, x₂, x₃, x₄.

The label x₅ also requires the upper J = 1 root of L3 to lie below the highest J = 3 root. The former is below ¹P and the latter is at least 3ζ/2 + ⟨u₃|C|u₃⟩ = 3ζ/2 + 6G³/49, so 3ζ/2 + 6G³/49 > ¹P is sufficient; it holds for the inputs used below, and the order can reverse when ζ is small. All four gaps Δ_n(0) are finite. The lower J = 3 root lies below ¹F, so its gap exceeds 9F²/35 − 18G³/49.

The phrase "finite at zero field" needs one qualification. The J = 3 and J = 4 levels contain no ¹P, so at D = 0 they are dark. The finite number is a distance between levels, the value to which the separation from such a level extrapolates while that level fades; the weak lower J = 1 line stays visible at D = 0.

Growth with the field

For a normalized eigenvector, differentiating E_n = ⟨n|H|n⟩ leaves only ⟨n|∂H/∂D|n⟩, because ⟨n|n′⟩ = 0. Projecting the differentiated eigenvalue equation on level m gives ⟨m|n′⟩ = ⟨m|P_e|n⟩/(E_n − E_m). With w_n = ⟨n|P_e|n⟩,

E_n′ = w_n − 2/5,
E_n″ = 2 Σ_{m≠n} |⟨m|P_e|n⟩|²/(E_n − E_m),
dΔ_n/dD = w₅ − w_n.

A slope of 1 requires level 5 to be pure e. Only C couples e to t, through (¹P − ¹F)√6/5, (³P − ³F)√6/5 and (³F − ³D)√2/3 in the three pairs. If F² ≠ 0 and ¹P ≠ ¹F, none of these vanishes, and a pure e eigenvector would need zero amplitude on states 1, 3 and 5. Hence the slope is always below 1, Δ_n − D falls strictly from the positive value Δ_n(0), and Δ_n = D can hold at one field at most.

The rank-4 argument can be confirmed directly. P_e equals 2/5 on ¹P and on ³P. The ³D part of u₁ has weight (√(2/15) + √(1/30))² = 3/10 on the D state of (5,6) and 1/5 on |7⟩, so P_e is (3/5)(2/3) = 2/5 there too. P_e does not connect different pairs, so it is 2/5 times the unit matrix on J = 1. The initial slope 2/5 − w_n is at most 2/5. The dark levels acquire ¹P amplitude in first order, so I_n ≈ κ_n D² with

κ_n = |Σ_{m∈J=1} ⟨¹P|m⟩⟨m|P_e|n⟩/(E_n − E_m)|².

Two limits are solvable. For ζ → ∞, L2 is spanned by u₁ and u₃, which C does not connect. The weights give ⟨u₁|C|u₁⟩ = F²(−1/15 − 1/30 + 1/10) + 4G¹/9 = 4G¹/9 and ⟨u₃|C|u₃⟩ = F²(2/45 − 2/45) + 6G³/49. Since v_e = √(2/5) u₁ + √(3/5) u₃, P_e − 2/5 has diagonal elements 0 and 1/5 and off-diagonal element √6/5. With δ = 4G¹/9 − 6G³/49,

Δ_L2² = (δ − D/5)² + 24D²/25 = δ² − 2δD/5 + D².

For δ > 0, as with the inputs used below, this hyperbola starts at δ, first decreases, equals D only at D = 5δ/2, and tends to D − δ/5. For δ < 0 it starts at |δ|, rises from the start and stays above D. For L3 with ζ ≫ D ≫ C, the j = 3/2 space splits into three t states orthogonal to v_t and two e states orthogonal to v_e. First-order degenerate theory gives Δ₃ → D + c, where c is the highest eigenvalue of C in the e block minus the highest in the t block. The slope of Δ₃ then runs from at most 2/5 toward 1, which no straight line does, and an offset survives at strong field.

A number

The inputs, chosen for illustration, are F² = 0.185, G¹ = 0.136, G³ = 0.077, ζ = 0.139 and D = 0.07 Eh (1.905 eV). The ratios G¹/F² = 0.735 and G³/F² = 0.416 meet both conditions. The terms are ³P = −0.03700, ¹P = 0.14433, ³D = 0.03700, ³F = −0.01057, ¹F = 0.01771 and Ā = 0.01237 Eh. The root x₅ = 0.08939 satisfies the secular equation,

(1/6)/0.12639 + (1/2)/0.05239 − (1/3)/0.05494 ≈ 1.319 + 9.544 − 6.067 = 4.796,

against 2/(3ζ) = 4.7962, and E₅ = 0.08939 − 0.0695 − 0.01237 = 0.00752 Eh. The J = 3 roots are x₃ = 0.00270 and x₄ = 0.03022, so Δ₃(0) = 0.08939 − 0.00270 = 0.08669 Eh (2.359 eV, far above the bound 0.01929 Eh) and Δ₄(0) = 0.05917 Eh (1.610 eV). At D = 0 the only visible L3 lines are level 5 (I = 0.3644) and level 1 (I = 0.0080). Energies in the table are in Eh.

D      Δ₃       Δ₄       I₃      I₄      I₅
0.00   0.08669  0.05917  0       0       0.3644
0.02   0.08640  0.06220  0.0003  0.0067  0.3548
0.04   0.08254  0.06785  0.0007  0.0268  0.3282
0.06   0.08124  0.07356  0.0270  0.0282  0.2920
0.08   0.09092  0.07164  0.0748  0.0079  0.2527
0.10   0.10419  0.06848  0.1018  0.0048  0.2125
0.12   0.11863  0.06534  0.1227  0.0036  0.1706

At D = 0.07 the two strongest L3 lines are level 5 at 0.02166 Eh (I = 0.2725) and level 3 at −0.06357 Eh (I = 0.0561). Their separation is 0.02166 + 0.06357 = 0.08523 Eh = 2.319 eV, which is 1.218 D, so reading D from the spectrum overestimates it by 21.8 %. The lower peak is the weaker one, opposite to the 3 : 2 ratio of the one-electron picture. Neither peak is pure: w₅ = 0.7616 and w₃ = 0.2492, with slope 0.7616 − 0.2492 = 0.512. No constant correction repairs the reading for all D, since near this field a change of D moves the gap by only half as much. Adding ζ_d = 0.0012 Eh changes the gap by 0.00004 Eh.

The table also shows that the lower main peak is not one level throughout. The brightest partner of level 5 is level 1 up to D = 0.0200, level 4 up to D = 0.0602 and level 3 from there to the end of the table; near D = 0.135 level 3 overtakes level 5 and becomes the strongest L3 line. Among the dark L3 levels, the leading D² term of the intensity already favours level 4, with κ₄ = 13.545 against κ₂ = 9.674 and κ₃ = 3.857 Eh⁻². Levels 3 and 4 pass through an avoided crossing near D = 0.06, where they are 0.08124 − 0.07356 = 0.00768 Eh apart and share the intensity almost equally. At the exchange the gap to the brighter of them steps from 0.07357 to 0.08129 Eh. Followed by its intensity through the crossing, the lower peak connects to level 4, which fades below level 1 for D < 0.02 and extrapolates to 0.05917 Eh. Followed by its rank, it is level 3 and extrapolates to 0.08669 Eh. Both values are finite. Δ₃ even falls at first, with slope −0.214 at D = 0.04. The gap between the two strongest L3 lines equals D only at D = 0.1149 in the tabulated range. The equality Δ₄ = D at 0.0727 occurs after level 4 has lost most of its intensity to level 3 (I₄ = 0.011 against I₃ = 0.062). Within this model each Δ_n equals D at one field at most, so an exact agreement between peak distance and 10Dq is such a crossing and is no evidence for a rule. Around the crossing the agreement is approximate over a range: Δ₃/D is 1.04 at D = 0.10 and 0.99 at D = 0.12.

The series in D has a short reach. At D = 0.02, Δ₄ ≈ 0.05917 + (0.4000 − 0.2971)(0.02) + ½(5.932 − 2.619)(0.02)² = 0.06189 against 0.06220, and I₄ ≈ 13.545 × 0.0004 = 0.0054 against 0.0067, while κ₃D² = 0.00154 exceeds the full result 0.00026 by a factor of about six. The strong-field offset is c = 0.03855 − 0.05798 = −0.01943 Eh, but its regime ζ ≫ D ≫ C is not reached with these inputs, where G¹ is about equal to ζ. The L2 formula has δ = 0.05102 Eh and gives √(0.002603 − 0.001429 + 0.004900) = 0.07794 Eh at D = 0.07, while the full matrix gives 0.08574 Eh. The discrepancy arises because 3ζ/2 = 0.2085 Eh is not large against G¹, so C mixes the two edges. The predicted initial dip is present nevertheless, from 0.06941 Eh at D = 0 to 0.06810 Eh at D = 0.02.

Limits of the result

The numbering of levels by edge fails when D approaches 3ζ/2, where the t level of L2 enters among the e levels of L3. At M2,3 edges ζ is small against the Slater integrals, so the matrix still applies but no separate M3 edge can be defined. A tetrahedral site corresponds formally to D < 0, and the term −2δD/5 shows that the gap is not even in D. Charge transfer reduces the effective Slater integrals and adds satellites, lower symmetry splits the T1u levels, and a Lorentzian lifetime width (full width at half maximum) larger than √3 times their separation, about 0.013 Eh, merges levels 3 and 4 near their crossing, so that the step in the gap becomes a continuous shift, still steep just above that width and gradual only for broader lines. For an ion with n d electrons the final configuration 2p⁵3dⁿ⁺¹ has 6·C(10, n+1) determinants: 270 to 1512 for d¹ to d⁷, 60 again for d⁸ and 6 for d⁹.

The numerical check below builds the 60 determinants with fermion operators, takes the angular integrals by quadrature, l from −i r×∇ and the field from x⁴ + y⁴ + z⁴, and finds that the invariant space grown from the dipole state has dimension seven. Against this construction it tests the 7×7 matrix for the example and for random parameters, the Coulomb-free limit, the secular roots with their J values and interlacing, the slopes and curvatures by finite differences, the κ_n, the steady fall of Δ_n − D, the L2 hyperbola and the offset c.

Numbers as computed

```
1 Eh = 27.2114 eV
inputs (Eh): F2=0.185 G1=0.136 G3=0.077 zeta_p=0.139 zeta_d=0.0012 D=0.07
inputs (eV): 5.034 3.701 2.095 3.782 0.033 1.905
ratios: G1/F2=0.735 (>0.3)  G3/F2=0.416 (<0.7)
terms (Eh): P3=-0.03700 P1=0.14433 D=0.03700 F3=-0.01057 F1=0.01771 av=0.01237
2/(3 zeta)=4.7962 1/Eh; 3 zeta/2=0.2085 Eh
no Coulomb: I(t)=0.4000 I(e)=0.2667 gap=0.07 Eh
D=0: n J x(Eh) E(Eh) I w_e E''(1/Eh) kappa(1/Eh^2)
  1 1 -0.02569 -0.10755 0.0080 0.4000 -28.178 0.000
  2 4 -0.01057 -0.09244 0.0000 0.5000 +20.385 9.674
  3 3 +0.00270 -0.07916 0.0000 0.4070 -1.193 3.857
  4 3 +0.03022 -0.05165 0.0000 0.2971 +2.619 13.545
  5 1 +0.08939 +0.00752 0.3644 0.4000 +5.932 0.000
  6 3 +0.21972 +0.13786 0.0000 0.5959 -6.055 35.577
  7 1 +0.28913 +0.20727 0.6276 0.4000 +6.491 0.000
Delta_1(0) = 0.11508 Eh = 3.131 eV
Delta_2(0) = 0.09996 Eh = 2.720 eV
Delta_3(0) = 0.08669 Eh = 2.359 eV
Delta_4(0) = 0.05917 Eh = 1.610 eV
lower bound on Delta_3(0) = 0.01929 Eh
D=0.07 Eh: n E(Eh) I w_e E''(1/Eh)
  1 -0.12968 0.0053 0.0134 -0.319
  2 -0.10109 0.0074 0.0624 -1.530
  3 -0.06357 0.0561 0.2492 -12.305
  4 -0.05143 0.0132 0.8830 +10.649
  5 +0.02166 0.2725 0.7616 +2.830
  6 +0.13711 0.1413 0.2281 -2.751
  7 +0.22284 0.5043 0.8023 +3.426
D Delta_3 Delta_4 (Eh) slope_3 I1 I2 I3 I4 I5 partner E7-E6(Eh)
  0.00 0.08669 0.05917 -0.007 0.0080 0.0000 0.0000 0.0000 0.3644 1 0.06941
  0.02 0.08640 0.06220 -0.106 0.0068 0.0024 0.0003 0.0067 0.3548 1 0.06810
  0.04 0.08254 0.06785 -0.214 0.0059 0.0052 0.0007 0.0268 0.3282 4 0.07201
  0.06 0.08124 0.07356 +0.239 0.0055 0.0068 0.0270 0.0282 0.2920 4 0.08033
  0.08 0.09092 0.07164 +0.613 0.0052 0.0078 0.0748 0.0079 0.2527 3 0.09176
  0.10 0.10419 0.06848 +0.701 0.0051 0.0085 0.1018 0.0048 0.2125 3 0.10514
  0.12 0.11863 0.06534 +0.736 0.0050 0.0089 0.1227 0.0036 0.1706 3 0.11954
partner 1->4 at D=0.0200 Eh, gap 0.12019->0.06220 Eh
partner 4->3 at D=0.0602 Eh, gap 0.07357->0.08129 Eh
D=0.07: partner level 3, gap=0.08523 Eh=2.319 eV, gap/D=1.218
gap-D=+0.01523 Eh (+21.8 %), slope=0.512
with zeta_d: gap=0.08527 Eh, change +0.00004 Eh
Delta_3 = D at D=0.1149 Eh
Delta_4 = D at D=0.0727 Eh
L2, large zeta: delta=0.05102 Eh, 5delta/2=0.12754 Eh, delta/5=0.01020 Eh
L2, large zeta: gap at D=0.07 is 0.07794 Eh; finite zeta 0.08574 Eh
L3 strong field: top e=+0.03855 top t=+0.05798 c=-0.01943 Eh
```
